# Low-frequency capacitance of a trap-free space-charge-limited diode, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the response to a small harmonic voltage

Suppose that the thickness or the dielectric constant of an insulating layer is to be found from its capacitance while a steady space-charge-limited current flows through it. Before the measured number can be used, one must decide what capacitance stands in parallel with the differential conductance. The geometrical capacitance $C_g$ is one candidate. The derivative of the stored carrier charge with respect to voltage is another, and it will turn out to be $3C_g/2$. At low frequency the correct value for the model treated here is neither of these, but $3C_g/4$. Anyone who takes the measured value for $C_g$ obtains a dielectric constant too small by one quarter or, if the dielectric constant is known, a thickness too large by one third.

### The model and its current

A planar layer occupies $0<x<L$ and has area $A$ and dielectric constant $\varepsilon$. Carriers of one sign enter at $x=0$ and leave at $x=L$. Take their charge as positive; for negative carriers the signs of charge, field and voltage are all reversed and the result is the same. The mobility $\mu$ is constant, there are no traps, and diffusion is neglected. There is no built-in voltage and no series resistance. All quantities depend on $x$ and time $t$ only, and the field is electrostatic at each instant.

Gaussian units are used. The problem is classical: $\hbar$ and the carrier mass do not enter, and the elementary charge is contained in the charge density $\rho$. The geometrical capacitance and the voltage are

$$C_g=\frac{\varepsilon A}{4\pi L},\qquad V(t)=\int_0^L E(x,t)\,dx .$$

Thus $V$ is the potential of the injecting contact minus that of the collector, and it is positive.

Gauss's law, charge conservation and the drift law read

$$\frac{\partial E}{\partial x}=\frac{4\pi\rho}{\varepsilon},\qquad
\frac{\partial\rho}{\partial t}+\frac{\partial(\mu\rho E)}{\partial x}=0 .$$

Replacing $\rho$ in the time derivative by $(\varepsilon/4\pi)\,\partial E/\partial x$ gives

$$\frac{\partial}{\partial x}\left[\mu\rho E+\frac{\varepsilon}{4\pi}\frac{\partial E}{\partial t}\right]=0 .$$

The bracket is therefore the same at every $x$. It is the total current density $J(t)$, the sum of the carrier current and the displacement current, and $I=AJ$ is what an ammeter in the external circuit reads. With Gauss's law used once more for $\rho$,

$$J(t)=\frac{\varepsilon}{4\pi}\left[\frac{\partial E}{\partial t}+\mu E\frac{\partial E}{\partial x}\right]. \tag{1}$$

The injecting contact is taken as an unlimited source of carriers. In the drift-only model this is expressed by

$$E(0,t)=0 .$$

The carrier density is then infinite at the contact, so that the product $\rho E$ can stay finite where the field vanishes. This is an idealization, but the singularity is integrable and the total charge is finite.

Since $E\,\partial E/\partial x=\partial(E^2/2)/\partial x$, averaging equation (1) over the layer gives

$$J=\frac{\varepsilon}{4\pi L}\left[\frac{dV}{dt}+\frac{\mu E(L,t)^2}{2}\right]. \tag{2}$$

The first term alone would give the capacitance $C_g$. Any difference from $C_g$ must come from the part of the second term that varies in phase with $dV/dt$.

### The steady state

For constant voltage, equation (1) becomes $\mu\,d(E_0^2/2)/dx=4\pi J_0/\varepsilon$. Integration from the contact gives

$$E_0(x)=\left(\frac{8\pi J_0x}{\varepsilon\mu}\right)^{1/2}.$$

The integral of $x^{1/2}$ from zero to $L$ is $2L^{3/2}/3$, so

$$V=\frac23\left(\frac{8\pi J_0}{\varepsilon\mu}\right)^{1/2}L^{3/2},
\qquad
J_0=\frac{9\varepsilon\mu V^2}{32\pi L^3}. \tag{3}$$

This is the Mott–Gurney law in Gaussian units. Eliminating $J_0$ from the field gives

$$E_0(x)=\frac{3V}{2L}\left(\frac{x}{L}\right)^{1/2}.$$

A carrier moves with velocity $\mu E_0$. Its transit time is

$$T=\int_0^L\frac{dx}{\mu E_0(x)}
=\frac{2L}{3\mu V}\int_0^L\left(\frac{L}{x}\right)^{1/2}dx
=\frac{4L^2}{3\mu V}, \tag{4}$$

because the last integral equals $2L$. If the upper limit is $x$ instead of $L$, the integral gives the flight time from the contact, $\tau=T(x/L)^{1/2}$. Hence

$$x=L\frac{\tau^2}{T^2},\qquad
E_0=\frac1\mu\frac{dx}{d\tau}=\frac{2L\tau}{\mu T^2}. \tag{5}$$

The field felt by a carrier grows linearly with its flight time. For this reason $\tau$ is a better coordinate than $x$ in the next step.

### The field perturbation

Add a small harmonic voltage to the steady one. With the time factor $e^{i\omega t}$, write

$$E=E_0+\operatorname{Re}(E_1e^{i\omega t}),\qquad
J=J_0+\operatorname{Re}(j_1e^{i\omega t}),$$

and let $V_1$ be the voltage amplitude. To first order in the amplitude, the change of $E^2/2$ is $E_0E_1$. Equation (1) gives

$$i\omega E_1+\mu\frac{d(E_0E_1)}{dx}=\frac{4\pi j_1}{\varepsilon}.$$

Define $u=E_0E_1$ and multiply by $E_0$. Since $dx=\mu E_0\,d\tau$, the operator $\mu E_0\,d/dx$ is $d/d\tau$, and

$$\frac{du}{d\tau}+i\omega u=\frac{4\pi j_1}{\varepsilon}E_0(\tau).$$

The contact condition requires $u(0)=0$. A homogeneous term $ce^{-i\omega\tau}$ in $u$ would give $E_1$ a part proportional to $1/\tau$ near the contact, contrary to $E(0,t)=0$. Multiplication by the integrating factor $e^{i\omega\tau}$ and integration from zero give

$$u(\tau)=\frac{4\pi j_1}{\varepsilon}\int_0^\tau E_0(\tau')e^{-i\omega(\tau-\tau')}d\tau'.$$

Division by $E_0(\tau)$ cancels the common factor $2L/(\mu T^2)$:

$$E_1(\tau)=\frac{4\pi j_1}{\varepsilon\tau}\int_0^\tau\tau'e^{-i\omega(\tau-\tau')}d\tau'. \tag{6}$$

The exponential carries the memory of the layer. The field perturbation at a given place depends on the current during the whole time that the carriers now there have been in flight.

### The impedance

By equation (5), $dx=(2L\tau/T^2)d\tau$. The factor $\tau$ cancels the denominator in equation (6), so that

$$V_1=\int_0^LE_1\,dx
=\frac{4\pi j_1}{\varepsilon}\frac{2L}{T^2}
\int_0^Td\tau\int_0^\tau\tau'e^{-i\omega(\tau-\tau')}d\tau'.$$

Let $p=i\omega$. Integration by parts gives the inner integral,

$$\int_0^\tau\tau'e^{-p(\tau-\tau')}d\tau'
=\frac{\tau}{p}-\frac{1-e^{-p\tau}}{p^2},$$

and a second integration gives

$$\int_0^T\left[\frac{\tau}{p}-\frac{1-e^{-p\tau}}{p^2}\right]d\tau
=\frac{T^2}{2p}-\frac{T}{p^2}+\frac{1-e^{-pT}}{p^3}.$$

The impedance is $Z=V_1/(Aj_1)$, and $4\pi L/(\varepsilon A)=1/C_g$. With $q=pT=i\omega T$,

$$Z=\frac{T}{C_g}\left[\frac1q-\frac2{q^2}+\frac{2(1-e^{-q})}{q^3}\right]. \tag{7}$$

This holds at every frequency within the linearized model.

For small $q$ the individual terms are large, but their singular parts cancel. From

$$1-e^{-q}=q-\frac{q^2}{2}+\frac{q^3}{6}-\frac{q^4}{24}+\frac{q^5}{120}-\frac{q^6}{720}+\cdots$$

one finds

$$\frac{2(1-e^{-q})}{q^3}=\frac2{q^2}-\frac1q+\frac13-\frac q{12}+\frac{q^2}{60}-\frac{q^3}{360}+\cdots .$$

The first two terms cancel those already present in equation (7), leaving

$$Z=\frac{T}{3C_g}\left[1-\frac q4+\frac{q^2}{20}-\frac{q^3}{120}+\cdots\right].$$

To invert the bracket, write its reciprocal as $1+b_1q+b_2q^2+b_3q^3+\cdots$ and require that each power of $q$ in the product vanish:

$$b_1=\frac14,\qquad b_2=\frac{b_1}4-\frac1{20}=\frac1{80},$$

$$b_3=\frac{b_2}4-\frac{b_1}{20}+\frac1{120}
=\frac1{320}-\frac1{80}+\frac1{120}=-\frac1{960}.$$

The admittance is $Y=1/Z=G+i\omega C$. Let $\theta=\omega T$, so that $q=i\theta$, $q^2=-\theta^2$ and $q^3=-i\theta^3$. Then

$$Y=\frac{3C_g}{T}\left[1+\frac{i\theta}{4}-\frac{\theta^2}{80}+\frac{i\theta^3}{960}+\cdots\right].$$

The imaginary part is divided by $\omega=\theta/T$ to obtain the capacitance:

$$\boxed{\frac{C}{C_g}=\frac34+\frac{\theta^2}{320}+\cdots},\qquad
G=\frac{3C_g}{T}\left(1-\frac{\theta^2}{80}+\cdots\right). \tag{8}$$

The conductance provides a check on the factors. Equation (3) requires $dI/dV=2I/V$. From equations (3) and (4), $I_0T/V=3\varepsilon A/(8\pi L)=3C_g/2$, so $2I_0/V=3C_g/T$, as found.

The value $3C_g/4$ belongs to the parallel circuit, in which conductance and capacitance share the same voltage. In a series circuit the reactance would be written $-1/(\omega C_s)$. The leading imaginary part of $Z$ is $-\theta T/(12C_g)$, which gives $C_s=12C_g/\theta^2$. This grows without limit as the frequency falls, so the type of equivalent circuit must be stated with any quoted capacitance.

### From low to high frequency

When $|q|$ is large, $e^{-q}$ still has modulus one. Equation (7) becomes $Z=(T/C_gq)[1-2/q+O(q^{-2})]$, and

$$Y=\frac{C_g}{T}\left[q+2+O(q^{-1})\right].$$

The capacitance tends to $C_g$ and the conductance to $2C_g/T$, two thirds of its low-frequency value. The carriers cannot rearrange within one period, so the perturbing field is nearly uniform, $E_1\simeq V_1/L$. The linear part of equation (2) then contains the carrier term $\mu E_0(L)V_1/L$. Since $\mu E_0(L)=2L/T$, this term alone gives the conductance $2C_g/T$.

Equation (7) gives $C/C_g=0.753$ at $\theta=1$, $0.763$ at $\theta=2$, $0.807$ at $\theta=4$ and $0.991$ at $\theta=10$. The low-frequency value is thus a good approximation up to $\theta$ of about one. A numerical integration of the nonlinear field equation, with a small sine voltage imposed, gives $0.8072$ at $\theta=4$, where the formula gives $0.8071$.

### A diode with round parameters

Take $\varepsilon=3$, $L=10^{-4}$ cm, $A=0.1$ cm$^2$, $\mu=0.03$ cm$^2$/(statV s) and $V=0.03$ statV. Equation (4) gives

$$T=\frac{4(10^{-4})^2}{3(0.03)(0.03)}\ \text{s}=1.48\times10^{-5}\ \text{s}.$$

The geometrical capacitance is

$$C_g=\frac{3(0.1)}{4\pi(10^{-4})}\ \text{cm}=238.7\ \text{cm},$$

or 265.6 pF. The low-frequency capacitance is $0.75\times238.7=179.0$ cm, or 199.2 pF. These digits belong to the drift-only model with constant mobility. They are not a prediction of the same accuracy for a real diode at room temperature, where diffusion near the injecting contact changes both the current and the capacitance. The assumption of constant mobility must also be checked for the material, since the field at the collector is 450 statV/cm, or about $1.3\times10^5$ V/cm. A mobility proportional to $\exp(\gamma\sqrt E)$ with $\gamma=3\times10^{-3}$ (cm/V)$^{1/2}$, for example, would raise the factor from $0.75$ to about $0.78$ at this bias.

At 1000 Hz, $\theta=2\pi(1000)(1.48\times10^{-5})=0.093$. The full formula gives $C=179.06$ cm, so the frequency correction is negligible here. The ratio $\omega C/G$ is nevertheless only $0.0233$, close to $\theta/4$. The capacitance must be read from a small phase angle of about 0.023 rad, and an instrumental phase error must be small compared with that angle.

## Second derivation: carriers under a slowly changing voltage

The layer again has thickness $L$, area $A$, dielectric constant $\varepsilon$ and constant mobility $\mu$. Positive carriers enter at $x=0$, where $E=0$, and are collected at $x=L$. The total current density $J(t)$ is uniform in $x$, and $C_g=\varepsilon A/(4\pi L)$. From the first half we take the field equation

$$\frac{\partial E}{\partial t}+\mu E\frac{\partial E}{\partial x}=\frac{4\pi J(t)}{\varepsilon},$$

its average over the layer,

$$I=C_g\frac{dV}{dt}+\frac{\varepsilon\mu A}{8\pi L}E(L,t)^2, \tag{9}$$

and the steady results

$$I_s(V)=\frac{9\varepsilon\mu AV^2}{32\pi L^3},\qquad
T=\frac{4L^2}{3\mu V},\qquad
\frac{I_sT}{V}=\frac32C_g. \tag{10}$$

The first derivation linearized the field about a steady state and gave $C=3C_g/4$ for $\omega T\ll1$. The second makes no harmonic assumption and does not require a small change of voltage. It requires instead that the voltage change little during one transit.

### The field felt by a carrier

Follow one carrier. Its velocity is $\mu E$, so the left side of the field equation is the rate of change of the field at the moving carrier:

$$\left(\frac{dE}{dt}\right)_{\text{carrier}}=\frac{4\pi J(t)}{\varepsilon}.$$

The carrier starts at the contact with $E=0$. If it has age $a$ at time $t$, it feels

$$E(a,t)=\frac{4\pi}{\varepsilon}\int_{t-a}^{t}J(t')\,dt'. \tag{11}$$

Gauss's law gives the same statement. Since the field at the contact is zero at all times, there is no displacement current there, and the whole of $J$ is carried by entering carriers. The integral is therefore the charge per unit area that has entered after the chosen carrier. That charge lies between it and the contact, and it produces the field.

This picture requires that carriers do not overtake one another. While $J$ remains positive, an older carrier has more charge behind it and therefore feels a larger field than a younger one. It moves faster and stays ahead.

The harmonic derivation has given the low-frequency capacitance $3C_g/4$, and equation (11) now expresses the field at a carrier through the current since its entry. It remains to find from this the terminal current under a slowly changing voltage, and to explain why the capacitance differs from both $C_g$ and the charge derivative.

Numerical values quoted here were computed with a short program.
